# Steerable Kernels Between Angular Momentum Ranks Under SO(3) and O(3): a numerical check

```python
"""
Steerable kernels between SO(3) irreps of rank l (input) and lp (output).
Constraint: K(R x) = D_lp(R) K(x) D_l(R)^dagger.
Result under test: at each radius r > 0 the solutions are spanned by
  K_J(n)[mp,m] = sum_M <l m J M | lp mp> conj(C_JM(n)), |l-lp| <= J <= l+lp,
where n is a unit vector and C_JM is a Racah-normalised spherical harmonic.
Their number is 2 min(l,lp)+1.  With inversion, (-1)^J must equal the product
of intrinsic parities, leaving min(l,lp)+1 or min(l,lp) functions.
The example is a Fock-matrix block of the hydrogen fluoride molecule.
"""
from functools import lru_cache
from math import factorial, sqrt
import numpy as np
from scipy.linalg import expm
from scipy.special import lpmv
from scipy.spatial.transform import Rotation
from sympy.physics.wigner import clebsch_gordan
from pyscf import gto, scf

rng = np.random.default_rng(7)


def generators(l):
    m = np.arange(-l, l + 1)
    raising = np.zeros((2*l + 1, 2*l + 1), complex)
    for i in range(2*l):
        raising[i + 1, i] = sqrt(l*(l + 1) - m[i]*(m[i] + 1))
    lowering = raising.conj().T
    return np.array([(raising + lowering)/2, (raising - lowering)/2j,
                     np.diag(m).astype(complex)])


def wigner(l, rotvec):
    return expm(-1j*np.einsum('i,iab->ab', np.asarray(rotvec), generators(l)))


def rotation(rotvec):
    return Rotation.from_rotvec(rotvec).as_matrix()


def unit_vectors(number):
    v = rng.normal(size=(number, 3))
    return v/np.linalg.norm(v, axis=1)[:, None]


def harmonics(J, n):
    """Racah-normalised harmonics with Condon-Shortley phase, M = -J..J."""
    n = np.atleast_2d(n)
    azimuth = np.arctan2(n[:, 1], n[:, 0])
    out = np.zeros((len(n), 2*J + 1), complex)
    for m in range(J + 1):
        f = (sqrt(factorial(J - m)/factorial(J + m))
             * lpmv(m, J, np.clip(n[:, 2], -1, 1))*np.exp(1j*m*azimuth))
        out[:, J - m] = (-1)**m*f.conj()
        out[:, J + m] = f
    return out


@lru_cache(maxsize=None)
def coupling(l, J, lp):
    c = np.zeros((2*lp + 1, 2*l + 1, 2*J + 1))
    for m in range(-l, l + 1):
        for M in range(-J, J + 1):
            if abs(m + M) <= lp:
                c[lp + m + M, l + m, J + M] = float(
                    clebsch_gordan(l, J, lp, m, M, m + M))
    return c


def kernel(l, lp, J, n):
    return np.einsum('abM,nM->nab', coupling(l, J, lp), harmonics(J, n).conj())


def allowed(l, lp):
    return range(abs(l - lp), l + lp + 1)


def axial_coefficients(l, lp, k):
    """Radial coefficients from the diagonal k[m] of the kernel on the z axis."""
    mu = min(l, lp)
    return {J: (2*J + 1)/(2*lp + 1)*sum(
        coupling(l, J, lp)[lp + m, l + m, J]*k[mu + m]
        for m in range(-mu, mu + 1)) for J in allowed(l, lp)}


def project(l, lp, block, n):
    """Radial coefficients from a full block at direction n."""
    return {J: (2*J + 1)/(2*lp + 1)*np.vdot(kernel(l, lp, J, n)[0], block)
            for J in allowed(l, lp)}


def real_to_complex(l):
    """Columns are real harmonics, mu = -l..l, in the complex basis."""
    u = np.zeros((2*l + 1, 2*l + 1), complex)
    u[l, l] = 1
    for m in range(1, l + 1):
        u[l + m, l + m] = (-1)**m/sqrt(2)
        u[l - m, l + m] = 1/sqrt(2)
        u[l + m, l - m] = -1j*(-1)**m/sqrt(2)
        u[l - m, l - m] = 1j/sqrt(2)
    return u


# ---- Count solutions directly from the constraint, without coupling coefficients
rotvecs = [np.array([1.1, 0.3, -0.4]), np.array([-0.2, 1.3, 0.5]),
           np.array([0.4, -0.6, 1.7])]


def count_solutions(l, lp):
    band = l + lp + 1
    nfun, dim = (band + 1)**2, (2*l + 1)*(2*lp + 1)
    n = unit_vectors(4*nfun)

    def table(points):
        return np.hstack([harmonics(J, points) for J in range(band + 1)])

    values = table(n)
    inverse = np.linalg.pinv(values)
    gram = np.zeros((nfun*dim, nfun*dim), complex)
    gram_origin = np.zeros((dim, dim), complex)
    for w in rotvecs:
        transfer = inverse @ table(n @ rotation(w).T)
        action = np.kron(wigner(lp, w), wigner(l, w).conj())
        eq = np.kron(transfer, np.eye(dim)) - np.kron(np.eye(nfun), action)
        gram += eq.conj().T @ eq
        eq0 = np.eye(dim) - action
        gram_origin += eq0.conj().T @ eq0
    ev, vec = np.linalg.eigh(gram)
    number = int(np.sum(ev < 1e-8))
    assert number == len(ev) or ev[number] > 1e-3
    null = vec[:, :number].reshape(nfun, dim, number)
    plus = np.einsum('nf,fdk->ndk', values, null).reshape(-1, number)
    minus = np.einsum('nf,fdk->ndk', table(-n), null).reshape(-1, number)
    parity = np.linalg.lstsq(plus, minus, rcond=None)[0]
    assert np.allclose(plus @ parity, minus, atol=1e-8)
    signs = np.linalg.eigvals(parity)
    assert np.allclose(np.abs(signs.real), 1, atol=1e-7)
    natural = int(np.sum(signs.real*(-1)**(l + lp) > 0))
    origin = int(np.sum(np.linalg.eigvalsh(gram_origin) < 1e-8))
    return number, natural, number - natural, origin


print("Counts from the constraint (dimensionless)")
print("natural: p p' = (-1)^(l+l'); unnatural: the opposite sign")
for l, lp in [(0, 0), (0, 2), (1, 1), (1, 2), (2, 1), (1, 3), (2, 2)]:
    total, natural, unnatural, origin = count_solutions(l, lp)
    assert total == 2*min(l, lp) + 1
    assert natural == min(l, lp) + 1 and unnatural == min(l, lp)
    assert origin == int(l == lp)
    print(f"l={l} l'={lp}: SO(3) {total}, O(3) natural {natural}, "
          f"unnatural {unnatural}, at origin {origin}")

# ---- Explicit kernels, orthogonality, real form, construction from the z axis
worst_constraint = worst_frame = 0.0
for l in range(4):
    for lp in range(4):
        n = unit_vectors(4)
        w = rng.normal(size=3)
        Dl, Dp = wigner(l, w), wigner(lp, w)
        ul, up = real_to_complex(l), real_to_complex(lp)
        for J in allowed(l, lp):
            K = kernel(l, lp, J, n)
            error = np.abs(kernel(l, lp, J, n @ rotation(w).T)
                           - Dp @ K @ Dl.conj().T).max()
            worst_constraint = max(worst_constraint, error)
            real_K = 1j**((l + lp + J) % 2)*(up.conj().T @ K @ ul)
            assert np.abs(real_K.imag).max() < 1e-11
            for J2 in allowed(l, lp):
                overlap = np.einsum('nab,nab->n', K.conj(), kernel(l, lp, J2, n))
                assert np.allclose(overlap, (J == J2)*(2*lp + 1)/(2*J + 1),
                                   atol=1e-11)
        mu = min(l, lp)
        k = rng.normal(size=2*mu + 1) + 1j*rng.normal(size=2*mu + 1)
        on_axis = np.zeros((2*lp + 1, 2*l + 1), complex)
        for m in range(-mu, mu + 1):
            on_axis[lp + m, l + m] = k[mu + m]
        theta, phi = np.arccos(n[0, 2]), np.arctan2(n[0, 1], n[0, 0])
        expansion = sum(c*kernel(l, lp, J, n[0])[0]
                        for J, c in axial_coefficients(l, lp, k).items())
        for gamma in (0.0, 1.234):
            frames = [wigner(a, [0, 0, phi]) @ wigner(a, [0, theta, 0])
                      @ wigner(a, [0, 0, gamma]) for a in (lp, l)]
            built = frames[0] @ on_axis @ frames[1].conj().T
            worst_frame = max(worst_frame, np.abs(built - expansion).max())
assert worst_constraint < 1e-10 and worst_frame < 1e-10
print(f"Largest constraint error, l,l'<=3: {worst_constraint:.1e}")
print(f"Largest frame-construction error, l,l'<=3: {worst_frame:.1e}")

# ---- Equivariance of a discrete convolution, including inversion
positions = rng.normal(size=(6, 3))
features = rng.normal(size=(6, 3)) + 1j*rng.normal(size=(6, 3))


def convolve(J, x, f):
    out = np.zeros((len(x), 5), complex)
    for a in range(len(x)):
        for b in range(len(x)):
            if a != b:
                d = x[a] - x[b]
                r = np.linalg.norm(d)
                out[a] += r**J*np.exp(-r)*kernel(1, 2, J, d/r)[0] @ f[b]
    return out


w = rotvecs[0]
for J in allowed(1, 2):
    reference = convolve(J, positions, features)
    rotated = convolve(J, positions @ rotation(w).T, features @ wigner(1, w).T)
    assert np.allclose(rotated, reference @ wigner(2, w).T, atol=1e-10)
    inverted = convolve(J, -positions, -features)
    respects_parity = np.allclose(inverted, reference, atol=1e-10)
    assert respects_parity == (J in (1, 3))
    print(f"Point cloud, polar l=1 to even l'=2, J={J}: "
          f"inversion equivariant = {respects_parity}")

# ---- Familiar Cartesian kernels for l = lp = 1
n = np.array([1.0, 2.0, 2.0])/3
cross = np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])
order = [1, 2, 0]
u1, u2 = real_to_complex(1), real_to_complex(2)
cartesian = {"identity": (np.eye(3), 0), "cross product": (cross, 1),
             "3nn-1": (3*np.outer(n, n) - np.eye(3), 2)}
for name, (matrix, only_J) in cartesian.items():
    c = project(1, 1, u1 @ matrix[np.ix_(order, order)] @ u1.conj().T, n)
    assert all((abs(c[J]) > 0.1) == (J == only_J) for J in c)
    assert all(abs(c[J]) < 1e-11 for J in c if J != only_J)
    print(f"{name}: |coefficient| for J=0,1,2 = "
          + ", ".join(f"{abs(c[J]):.6f}" for J in c))

# ---- Hydrogen fluoride: d shell on F (output), p shell on H (input)
bond = 0.92


def molecular_blocks(direction):
    mol = gto.M(atom=[['F', (0., 0., 0.)], ['H', tuple(bond*direction)]],
                basis='cc-pvdz', unit='Angstrom', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    energy = mf.kernel()
    assert mf.converged
    loc = mol.ao_loc_nr()

    def shell(atom, l):
        found = [i for i in range(mol.nbas)
                 if mol.bas_atom(i) == atom and mol.bas_angular(i) == l]
        assert len(found) == 1
        return slice(loc[found[0]], loc[found[0] + 1])

    d, p = shell(0, 2), shell(1, 1)
    ang = -1j*np.einsum('i,iab->ab', direction,
                        mol.intor('int1e_cg_irxp', comp=3))

    def to_complex(matrix):
        return u2 @ matrix[d, p][:, order] @ u1.conj().T

    fock = mf.get_fock()
    return (energy, to_complex(fock), to_complex(mol.intor('int1e_ovlp')),
            to_complex(ang), fock[d, p])


z = np.array([0.0, 0.0, 1.0])
energy, fock_z, overlap_z, ang_z, _ = molecular_blocks(z)
energy_t, fock_t, _, ang_t, fock_t_real = molecular_blocks(n)
_, fock_r, _, _, _ = molecular_blocks(-n)
assert abs(energy - energy_t) < 1e-8
k = np.array([fock_z[2 + m, 1 + m] for m in (-1, 0, 1)])
off_axis = fock_z.copy()
for m in (-1, 0, 1):
    off_axis[2 + m, 1 + m] = 0
assert np.abs(off_axis).max() < 1e-6 and abs(k[0] - k[2]) < 1e-6
phi = axial_coefficients(1, 2, k)
assert abs(phi[2]) < 1e-6 and min(abs(phi[1]), abs(phi[3])) > 1e-4
predicted = sum(phi[J]*kernel(1, 2, J, n)[0] for J in (1, 3))
deviation = np.abs(predicted - fock_t).max()
reversal = np.abs(fock_r + fock_t).max()
# SCF convergence leaves small errors in Fock elements
assert deviation < 2e-6 and reversal < 2e-6
predicted_real = (u2.conj().T @ predicted @ u1).real

print(f"HF molecule: RHF/cc-pVDZ, bond length {bond:.2f} angstrom")
print(f"Total energy: {energy:.6f} hartree")
print(f"Fock d(F)-p(H), sigma (m=0): {k[1].real:.6f} hartree")
print(f"Fock d(F)-p(H), pi (m=+1): {k[2].real:.6f} hartree")
for J in (1, 3):
    c = coupling(1, J, 2)
    print(f"Coupling <1 m {J} 0|2 m>, m=0 and 1: "
          f"{c[2, 1, J]:.6f}, {c[3, 2, J]:.6f}")
for J in (1, 3):
    print(f"Fock radial coefficient J={J}: {phi[J].real:.6f} hartree")
print(f"Fock radial coefficient J=2, magnitude: {abs(phi[2]):.1e} hartree")
print("Tilted direction n: " + ", ".join(f"{v:.6f}" for v in n))
print(f"Tilted Fock d_xy-p_z, predicted: {predicted_real[0, 1]:.6f} hartree")
print(f"Tilted Fock d_xy-p_z, new SCF: {fock_t_real[0, 2]:.6f} hartree")
print(f"Largest deviation over 15 elements: {deviation:.1e} hartree")
print(f"Largest |F(-n)+F(n)|: {reversal:.1e} hartree")

# ---- A pseudoscalar operator selects the complementary parity
ang_coeff = project(1, 2, ang_t, n)
s_pi = overlap_z[3, 2].real
assert abs(ang_coeff[1]) < 1e-9 and abs(ang_coeff[3]) < 1e-9
assert abs(ang_coeff[2]) > 1e-3
assert abs(ang_z[3, 2] + ang_z[1, 0]) < 1e-9
assert abs(abs(ang_z[3, 2]) - abs(s_pi)) < 1e-9
expected = axial_coefficients(1, 2, np.array([-s_pi, 0, s_pi]))[2]
assert abs(abs(ang_coeff[2]) - abs(expected)) < 1e-9
print(f"Overlap d(F)-p(H), pi: {s_pi:.6f} (dimensionless)")
print("n.L block, |coefficient| for J=1,2,3 (hbar): "
      + ", ".join(f"{abs(ang_coeff[J]):.6f}" for J in (1, 2, 3)))

print("tests ok")
```

Running it gives:

```
Counts from the constraint (dimensionless)
natural: p p' = (-1)^(l+l'); unnatural: the opposite sign
l=0 l'=0: SO(3) 1, O(3) natural 1, unnatural 0, at origin 1
l=0 l'=2: SO(3) 1, O(3) natural 1, unnatural 0, at origin 0
l=1 l'=1: SO(3) 3, O(3) natural 2, unnatural 1, at origin 1
l=1 l'=2: SO(3) 3, O(3) natural 2, unnatural 1, at origin 0
l=2 l'=1: SO(3) 3, O(3) natural 2, unnatural 1, at origin 0
l=1 l'=3: SO(3) 3, O(3) natural 2, unnatural 1, at origin 0
l=2 l'=2: SO(3) 5, O(3) natural 3, unnatural 2, at origin 1
Largest constraint error, l,l'<=3: 1.5e-15
Largest frame-construction error, l,l'<=3: 1.6e-15
Point cloud, polar l=1 to even l'=2, J=1: inversion equivariant = True
Point cloud, polar l=1 to even l'=2, J=2: inversion equivariant = False
Point cloud, polar l=1 to even l'=2, J=3: inversion equivariant = True
identity: |coefficient| for J=0,1,2 = 1.000000, 0.000000, 0.000000
cross product: |coefficient| for J=0,1,2 = 0.000000, 1.414214, 0.000000
3nn-1: |coefficient| for J=0,1,2 = 0.000000, 0.000000, 3.162278
HF molecule: RHF/cc-pVDZ, bond length 0.92 angstrom
Total energy: -100.019289 hartree
Fock d(F)-p(H), sigma (m=0): -0.405379 hartree
Fock d(F)-p(H), pi (m=+1): 0.181210 hartree
Coupling <1 m 1 0|2 m>, m=0 and 1: 0.816497, 0.707107
Coupling <1 m 3 0|2 m>, m=0 and 1: -0.654654, 0.377964
Fock radial coefficient J=1: -0.044832 hartree
Fock radial coefficient J=3: 0.563311 hartree
Fock radial coefficient J=2, magnitude: 1.2e-17 hartree
Tilted direction n: 0.333333, 0.666667, 0.666667
Tilted Fock d_xy-p_z, predicted: -0.157712 hartree
Tilted Fock d_xy-p_z, new SCF: -0.157712 hartree
Largest deviation over 15 elements: 1.6e-15 hartree
Largest |F(-n)+F(n)|: 0.0e+00 hartree
Overlap d(F)-p(H), pi: 0.243961 (dimensionless)
n.L block, |coefficient| for J=1,2,3 (hbar): 0.000000, 0.345012, 0.000000
tests ok
```
